# Interaction energy of a cubic dipole lattice at zero macroscopic field, part 1

(Sections cited here and not found follow in the second part.)

## I. The Lorentz field and the energy of a cubic lattice

### Definitions and conventions

A lattice has sites $\mathbf R$, one per primitive cell of volume $V$, and reciprocal vectors $\mathbf G$. Every site carries the same fixed point dipole $\mathbf p$, and there is nothing else in the crystal. The lattice is cubic: simple, body-centred or face-centred. The polarization is $\mathbf P=\mathbf p/V$. Because each cell is neutral, $\mathbf p$ does not depend on the origin from which it is measured.

The equations are in Gaussian units, where a charge $q$ has the potential $q/r$. In Hartree atomic units they have the same form, since there too the Coulomb potential carries no prefactor. Fields and potentials are denoted $\mathbf E=-\nabla\phi$.

The macroscopic field is the average of $\mathbf E$ over a cell. It is set to zero here by requiring $\phi$ to be periodic: the average of the gradient of a periodic function vanishes. This is the condition in a periodic electronic-structure calculation that leaves out the $\mathbf G=0$ part of the potential. It is also the condition between two electrodes joined by a wire, which permit no voltage across the crystal. The electrodes are then at a common potential, which may be called zero, so their own charges add nothing to $\tfrac12\sum q\phi$.

The interaction energy $U$ is the electrostatic energy per cell minus the self-energy of one dipole. The statement to be derived is

$$U=-\frac{2\pi p^2}{3V}. \tag{1}$$

A point dipole has an infinite self-energy and a singular field at its own position. Both are controlled by giving the dipole a finite width, subtracting its own contribution, and then letting the width go to zero.

### The field of a smeared dipole at its own centre

Let $g$ be a normalized Gaussian of width $s$,

$$g(r)=\frac{e^{-r^2/2s^2}}{(2\pi s^2)^{3/2}},\qquad \rho_1(\mathbf r)=-\mathbf p\cdot\nabla g=\frac{\mathbf p\cdot\mathbf r}{s^2}\,g(r). \tag{2}$$

The density $\rho_1$ has zero total charge, being a total derivative. Its dipole moment follows by parts: $\int r_i(-p_j\partial_j g)\,d^3r=p_j\delta_{ij}\int g\,d^3r=p_i$. Repeated Cartesian indices are summed.

A charge element at $\mathbf r$ produces at the origin the field $-\mathbf r/r^3$ times its charge. The dipole's own field at its centre is therefore

$$E^{\rm own}_i=-\int\frac{r_i}{r^3}\,\frac{p_jr_j}{s^2}\,g(r)\,d^3r .$$

The rest of the integrand is spherically symmetric, so $r_ir_j$ may be replaced by its angular average $r^2\delta_{ij}/3$. With $d^3r\to4\pi r^2dr$,

$$\mathbf E^{\rm own}=-\frac{4\pi\mathbf p}{3s^2}\int_0^\infty r\,g(r)\,dr=-\frac{4\pi}{3}\,g(0)\,\mathbf p, \tag{3}$$

because $\int_0^\infty r\,e^{-r^2/2s^2}dr=s^2$. The field points against the dipole, from its positive side to its negative side, and grows as $s^{-3}$.

### The field of the whole lattice

The transform of the Gaussian is $\hat g(\mathbf k)=\int g\,e^{-i\mathbf k\cdot\mathbf r}d^3r=e^{-k^2s^2/2}$. A periodic function is written $f(\mathbf r)=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. The periodic sum $\sum_{\mathbf R}g(\mathbf r-\mathbf R)$ has coefficients $\hat g(\mathbf G)/V$. Differentiation multiplies each coefficient by $i\mathbf G$, so the charge density of all smeared dipoles has

$$\rho_{\mathbf G}=-\frac{i\,\mathbf G\cdot\mathbf p}{V}\,\hat g(\mathbf G). \tag{4}$$

Poisson's equation $\nabla^2\phi=-4\pi\rho$ gives $\phi_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2$ for $\mathbf G\ne0$. Then $\mathbf E_{\mathbf G}=-i\mathbf G\phi_{\mathbf G}$, and since $(-i)(-i)=-1$,

$$\mathbf E_{\mathbf G}=-\frac{4\pi}{V}\,\frac{\mathbf G(\mathbf G\cdot\mathbf p)}{G^2}\,\hat g(\mathbf G),\qquad \mathbf E_{\mathbf G=0}=0. \tag{5}$$

The second equation is the condition of zero macroscopic field. At the site $\mathbf r=0$ all phase factors are one, and

$$E_i(0)=-\frac{4\pi}{V}\,p_j\sum_{\mathbf G\neq0}\frac{G_iG_j}{G^2}\,\hat g(\mathbf G). \tag{6}$$

Cubic symmetry enters at this point. The reciprocal lattice of a cubic lattice is cubic, so the sum is unchanged when one component of every $\mathbf G$ changes sign. The terms with $i\ne j$ therefore cancel. The sum is also unchanged when the axes are permuted, so its three diagonal elements are equal. Their total is $\sum_{\mathbf G\ne0}\hat g(\mathbf G)$, and each is one third of it:

$$\mathbf E(0)=-\frac{4\pi\mathbf p}{3V}\sum_{\mathbf G\neq0}\hat g(\mathbf G). \tag{7}$$

The Fourier series of $\sum_{\mathbf R}g(\mathbf r-\mathbf R)$, taken at $\mathbf r=0$, gives $\sum_{\mathbf G}\hat g(\mathbf G)=V\sum_{\mathbf R}g(R)$, with $\mathbf G=0$ included. That term equals $\hat g(0)=1$, so

$$\sum_{\mathbf G\neq0}\hat g(\mathbf G)=V\sum_{\mathbf R}g(R)-1. \tag{8}$$

Inserting (8) into (7) and separating the site $\mathbf R=0$,

$$\mathbf E(0)=-\frac{4\pi}{3}g(0)\mathbf p-\frac{4\pi}{3}\mathbf p\sum_{\mathbf R\neq0}g(R)+\frac{4\pi\mathbf p}{3V}. \tag{9}$$

The first term is the dipole's own field (3) and is subtracted. The second comes from the Gaussian tails of the neighbours at the site, and vanishes as $s\to0$. What remains is the field that acts on a point dipole,

$$\mathbf E_{\rm loc}=\frac{4\pi\mathbf p}{3V}=\frac{4\pi}{3}\mathbf P. \tag{10}$$

This is the Lorentz field. In this derivation it is produced by the $-1$ in (8), that is, by the absence of the $\mathbf G=0$ term. For a simple cubic lattice with unit edge, unit dipole and $s=0.1$, the sum (6) minus the own field (3) is 4.18879, which agrees with $4\pi/3$ to all printed digits.

### From the field to the energy

The energy per cell of the periodic charge density is $\tfrac12\int_{\rm cell}\rho\phi\,d^3r$. Since $\rho$ is a sum of copies of $\rho_1$ and $\phi$ is periodic, the integral over one cell of all copies equals the integral over all space of one copy. Let $\phi_1$ be the potential of the single smeared dipole. Subtracting the self-energy $\tfrac12\int\rho_1\phi_1\,d^3r$ leaves

$$U=\frac12\int\rho_1(\phi-\phi_1)\,d^3r=\frac12\int g\;\mathbf p\cdot\nabla(\phi-\phi_1)\,d^3r . \tag{11}$$

The second form follows from $\rho_1=-\mathbf p\cdot\nabla g$ by parts, and the boundary term vanishes because $g$ decays. The gradient of $\phi-\phi_1$ is minus the field of the other dipoles. That field is smooth near the site, so as $s\to0$ the Gaussian picks out its value there:

$$U=-\tfrac12\,\mathbf p\cdot\mathbf E_{\rm loc}=-\frac12\,p\,\frac{4\pi p}{3V}=-\frac{2\pi p^2}{3V}. \tag{12}$$

This is (1). The factor $\tfrac12$ appears because each pair energy is shared by two dipoles. The energy is negative because the local field is parallel to the dipole, and for fixed $p$ it decreases in magnitude as $1/V$. It does not depend on the direction of $\mathbf p$, nor on which cubic lattice is chosen once $V$ is given.

### A second route through point charges

The same result follows without a smeared dipole. Let $\Psi(\mathbf r)$ be the periodic potential, of zero average, of a unit charge at every site together with a uniform neutralizing background:

$$\nabla^2\Psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big]. \tag{13}$$

Near the origin, remove the potential of the central charge and define $\psi=\Psi-1/r$. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the regular part obeys $\nabla^2\psi=4\pi/V$. Inversion symmetry excludes odd powers from its expansion. Cubic symmetry permits one quadratic form, $Ar^2$, whose Laplacian is $6A$. Hence $A=2\pi/(3V)$ and

$$\psi(\mathbf r)=\psi_0+\frac{2\pi}{3V}r^2+h_4(\mathbf r)+O(r^6), \tag{14}$$

where $h_4$ is of fourth degree and has zero Laplacian.

Let a charge density $\rho_c(\mathbf r)$ be repeated in every cell. Its energy per cell minus the energy of one isolated copy involves the regular part of the potential:

$$U=\frac12\iint\rho_c(\mathbf r)\rho_c(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'. \tag{15}$$

With $q=\int\rho_c\,d^3r$, $\mathbf p=\int\mathbf r\rho_c\,d^3r$ and $Q=\int r^2\rho_c\,d^3r$, the expansion $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$ gives $2qQ-2p^2$ for the double integral. Up to second degree,

$$U=\frac{q^2\psi_0}{2}+\frac{2\pi}{3V}\,(qQ-p^2). \tag{16}$$

For a neutral cell, $q=0$ and (1) returns. It therefore holds to this order for any neutral density that is small compared with the cell, not for point dipoles alone. For a charged cell the dipole term is one part of the correction. A shift of origin then changes $p^2$ and $qQ$ together, so the dipole term has no separate meaning.

Take now charges $-q$ and $+q$ separated by $\mathbf d$, so that $p=qd$. In (15) the two self-terms give $q^2\psi_0$ and the two cross terms give $-q^2\psi(\mathbf d)$:

$$U_{\rm pair}=q^2[\psi_0-\psi(\mathbf d)]=-\frac{2\pi q^2d^2}{3V}-q^2h_4(\mathbf d)+O(d^6). \tag{17}$$

For pairs along [100] with $d$ equal to 0.02 cube edges, lattice sums over the charges give $UV/p^2=-2.09564$, $-2.09377$ and $-2.09364$ for the simple, body-centred and face-centred lattices. The point-dipole value is $-2\pi/3=-2.09440$. The differences are below 0.1 % of it.

### What a macroscopic field changes

A uniform field added to the periodic solution leaves the dipoles fixed and simply adds to the field at every site. For a macroscopic field $\mathbf E_{\rm mac}$, therefore,

$$\mathbf E_{\rm loc}=\mathbf E_{\rm mac}+\frac{4\pi}{3}\mathbf P. \tag{18}$$

The shape of a finite body without electrodes determines $\mathbf E_{\rm mac}$. In a long needle parallel to $\mathbf p$ the surface charge sits on two small, distant ends. Near the middle $\mathbf E_{\rm mac}$ vanishes, and the Lorentz field remains. In a thin, wide disc normal to $\mathbf p$, the faces carry surface charges $\pm P$ and act as a capacitor, with $\mathbf E_{\rm mac}=-4\pi\mathbf P$. Then

$$\mathbf E_{\rm loc}=-\frac{8\pi\mathbf p}{3V},\qquad U_{\rm disc}=-\tfrac12\mathbf p\cdot\mathbf E_{\rm loc}=+\frac{4\pi p^2}{3V}. \tag{19}$$

The sign of the energy thus depends on the electrical boundary condition. For a sphere, the sum of $(3z^2-R^2)/R^5$ over the sites around the centre vanishes, because cubic symmetry makes the sums with $x^2$, $y^2$ and $z^2$ equal. The field at the central dipole is then zero.

Plain sums of dipole fields confirm both limits for a simple cubic lattice with unit edge and unit dipole. A needle of radius 12 and half-length 240 gives 4.1736 at its centre, 0.4 % below $4\pi/3$. A disc of radius 300 with five layers gives $-8.2729$, against the limit $-8\pi/3=-8.3776$. The difference of 0.105 is due to the finite width. A disc of half-thickness $h$ and radius $a_d\gg h$ has the central field $-4\pi P(1-h/a_d)$, and $4\pi\times2.5/300=0.105$.

## II. Non-cubic cells, dielectric hosts and a supercell example

### Symbols and results carried over

A dipole $\mathbf p$ is repeated once per cell of volume $V$, with zero macroscopic field. The local field $\mathbf E_{\rm loc}$ leaves out the dipole's own field, and the interaction energy per cell is $U=-\tfrac12\mathbf p\cdot\mathbf E_{\rm loc}$. For a cubic lattice $\mathbf E_{\rm loc}=4\pi\mathbf p/(3V)$ and $U=-2\pi p^2/(3V)$, equations (10) and (12). The smearing Gaussian is $g$, with transform $\hat g$. For charges $\mp q$ separated by $\mathbf d$, (17) adds the term $-q^2h_4(\mathbf d)$, where $h_4$ is the fourth-degree part of the regular lattice potential.

### What survives without cubic symmetry

Equations (6) and (8) hold for any lattice. Subtracting the own field (3) from (6) defines a symmetric tensor $T$ with $\mathbf E_{\rm loc}=T\mathbf p$:

$$T_{ij}=\lim_{s\to0}\Big[\frac{4\pi}{3}g(0)\delta_{ij}-\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{G_iG_j}{G^2}\hat g(\mathbf G)\Big],\qquad U=-\tfrac12\,p_iT_{ij}p_j. \tag{20}$$

Its trace does not need symmetry. Since $\sum_iG_i^2/G^2=1$ and $\sum_i\delta_{ii}=3$, equation (8) gives

$$\operatorname{Tr}T=\lim_{s\to0}\Big[4\pi g(0)-4\pi\sum_{\mathbf R}g(R)+\frac{4\pi}{V}\Big]=\frac{4\pi}{V}. \tag{21}$$

The average of $U$ over three perpendicular directions of $\mathbf p$ is therefore $-\tfrac12p^2\cdot4\pi/(3V)$, the cubic value for the same volume. The energy for one given direction is not fixed by $V$.

A cell with edges 1, 1 and 2 shows how large the difference can be. Its tensor has the element 4.5163 along each short axis and $-2.7493$ along the long axis. The sum $2\times4.5163-2.7493$ reproduces $4\pi/2=6.2832$ within rounding. For a dipole along the long axis the local field opposes the dipole, and $U$ is positive.

The layers explain this sign. Dipoles normal to a square layer of unit edge lie side by side, and each neighbour at distance $\varrho$ in the layer contributes the opposing field $-p/\varrho^3$. Outside a layer, the part of its potential that varies in the plane with wave vector $\mathbf k$ must decay as $e^{-k|z|}$ to satisfy Laplace's equation. The smallest $k$ is $2\pi$, so layers two units apart hardly feel this part. The uniform part is a potential step of $4\pi p$ at each layer, and periodicity of the potential requires a compensating uniform field $4\pi p/V$. This leaves

$$T_{zz}\simeq\frac{4\pi}{V}-\sum_{\boldsymbol\varrho\neq0}\frac1{\varrho^3}. \tag{22}$$

As the layers are moved apart the first term falls and the second stays, so the sign must change.

For equal fixed dipoles on a cubic lattice with zero macroscopic field, the interaction energy per cell is $-2\pi p^2/(3V)$; without cubic symmetry, $V$ fixes only its average over three perpendicular dipole directions. Still to be treated are cubic crystals with sites that lack cubic surroundings, the correction for a finite dipole, screening by a host, and a supercell example in yttrium iron garnet.
